# Debugging a numerical check: Conjugated Porogen Residues and Permittivity: Where the Fourth-Power Law Stops

```python
"""
Result under test: an electron in state n of a hard-walled box of length L has
    alpha_n = L^4 (15/n^4 - pi^2/n^2) / (12 pi^4)          (atomic units),
but a conjugated segment with N pi electrons and L = N d has
    alpha = L^4 / (3 pi^2 (N+1))  ~ L^3,
and with a bond-alternation gap Eg the growth per length saturates at
    alpha / L = 4 v_F / (3 pi Eg^2),   v_F = pi / (2 d).
Symbols: d = carbon spacing along the chain, N = number of pi electrons (even),
k = relative permittivity. Polarizability volumes are printed in Angstrom^3.
Film permittivity: (k-1)/(k+2) = (4 pi/3) * sum(number density * polarizability).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import gto, scf

BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
FIELD_AU = const.physical_constants["atomic unit of electric field"][0]
A3 = (10 * BOHR_NM) ** 3          # bohr^3 -> Angstrom^3
NM3 = BOHR_NM ** 3                # bohr^3 -> nm^3

# ---- chosen inputs -------------------------------------------------------
spacing_nm = 0.14
gap_ev = 2.0
cloud_radius_nm = 0.12
k_host = 2.4
carbon_density = 3.0              # residual carbons per nm^3
temperature = 400.0
device_field_mv_cm = 1.0
d = spacing_nm / BOHR_NM
gap = gap_ev / HARTREE_EV
radius = cloud_radius_nm / BOHR_NM


def alpha_state(n, length):
    """Closed form for one electron in box state n."""
    return length**4 * (15 / n**4 - np.pi**2 / n**2) / (12 * np.pi**4)


def alpha_state_numeric(n, length, points=2000):
    """Minus the second field derivative of a real-space eigenvalue."""
    h = length / (points + 1)
    x = h * np.arange(1, points + 1) - length / 2
    off = np.full(points - 1, -0.5 / h**2)
    field = 1.0 / length**3
    level = [eigh_tridiagonal(1 / h**2 + f * x, off, eigvals_only=True,
                              select="i", select_range=(n - 1, n - 1))[0]
             for f in (-field, 0.0, field)]
    return -(level[0] - 2 * level[1] + level[2]) / field**2


def alpha_states_sum(n_el, eg):
    """Sum over occupied-to-empty transitions in a sine basis.
    Returns polarizability, HOMO-LUMO share of it, HOMO-LUMO gap."""
    length = n_el * d
    m = np.arange(1, 3 * n_el + 31)
    row, col = m[:, None], m[None, :]
    ham = np.diag(np.pi**2 * m**2 / (2 * length**2))
    ham = ham + 0.5 * eg * ((abs(row - col) == n_el) * 1.0
                            - (row + col == n_el) * 1.0)
    odd = (row - col) % 2 == 1
    denom = np.where(odd, (row**2 - col**2).astype(float), 1.0)
    pos = np.where(odd, -8.0 * row * col * length / (np.pi * denom)**2, 0.0)
    energy, vec = eigh(ham)
    pos = vec.T @ pos @ vec
    occ = n_el // 2
    terms = 4 * pos[:occ, occ:]**2 / (energy[None, occ:] - energy[:occ, None])
    total = terms.sum()
    return total, terms[occ - 1, 0] / total, energy[occ] - energy[occ - 1]


def alpha_grid(n_el, eg, repulsion, field=2e-5):
    """Induced dipole / field on a real-space grid. With repulsion=True the
    induced charge acts back through a softened Coulomb law (Hartree)."""
    per_bond = 25
    h = d / per_bond
    points = per_bond * n_el - 1
    x = h * np.arange(1, points + 1)
    off = np.full(points - 1, -0.5 / h**2)
    base = 1 / h**2 + eg * np.cos(np.pi * x / d)
    x_mid = x - n_el * d / 2

    def density(extra):
        _, vec = eigh_tridiagonal(base + extra, off, select="i",
                                  select_range=(0, n_el // 2 - 1))
        return 2 * (vec**2).sum(axis=1) / h

    rho0 = density(0.0 * x)
    delta = density(field * x_mid) - rho0
    if repulsion:
        coulomb = h / np.sqrt((x[:, None] - x[None, :])**2 + radius**2)
        delta = 0.0 * x
        for _ in range(120):
            new = density(field * x_mid + coulomb @ delta) - rho0
            change = abs(new - delta).max()
            delta = delta + 0.2 * (new - delta)
        assert change < 1e-4 * abs(delta).max()
    return -(x_mid * delta).sum() * h / field


def film_k(alpha_au, molecules_per_nm3):
    ratio = (k_host - 1) / (k_host + 2)
    ratio += 4 * np.pi / 3 * molecules_per_nm3 * alpha_au * NM3
    return (1 + 2 * ratio) / (1 - ratio)


# ---- one electron at fixed state: L^4 and its sign -----------------------
for length in (1.0, 10.0):
    for n in (1, 2, 3, 4):
        exact = alpha_state(n, length)
        assert abs(alpha_state_numeric(n, length) / exact - 1) < 2e-3
assert sp.simplify(15 * sp.zeta(4) - sp.pi**2 * sp.zeta(2)) == 0

# ---- filled levels: L^3, carried by the HOMO-LUMO transition -------------
free = {N: alpha_states_sum(N, 0.0) for N in (6, 12, 24, 100, 200)}
for N in (6, 24, 100):
    by_state = 2 * sum(alpha_state(n, N * d) for n in range(1, N // 2 + 1))
    assert abs(by_state / free[N][0] - 1) < 1e-3
law = {N: (N * d)**4 / (3 * np.pi**2 * (N + 1)) for N in free}
assert abs(law[100] / free[100][0] - 1) < 2e-3
exponent_free = np.log2(free[200][0] / free[100][0])
assert abs(exponent_free - 3) < 0.03
assert abs(free[100][1] - 96 / np.pi**4) < 2e-3

# ---- bond alternation: saturation ----------------------------------------
gapped = {N: alpha_states_sum(N, gap) for N in (6, 12, 24, 160, 200)}
slope = (gapped[200][0] - gapped[160][0]) / 40
saturation = d * 4 * (np.pi / (2 * d)) / (3 * np.pi * gap**2)
assert abs(slope / saturation - 1) < 0.03
assert abs(alpha_grid(6, gap, False) / gapped[6][0] - 1) < 5e-3
crossover = np.sqrt(3 * np.pi**2 * saturation / d**4)

# ---- electron repulsion --------------------------------------------------
hartree = {N: alpha_grid(N, gap, True) for N in (6, 12, 24)}
for N in hartree:
    assert 0 < hartree[N] < gapped[N][0] < free[N][0]
assert hartree[12] / 12 > hartree[6] / 6

# ---- local-field relation: sphere of coupled point dipoles ---------------
axis = np.arange(-5, 6)
sites = np.array([(a, b, c) for a in axis for b in axis for c in axis
                  if a * a + b * b + c * c <= 25], dtype=float)
count = len(sites)
sep = sites[:, None, :] - sites[None, :, :]
dist = np.sqrt((sep**2).sum(-1)) + np.eye(count)
tensor = (3 * sep[:, :, :, None] * sep[:, :, None, :] / dist[:, :, None, None]**5
          - np.eye(3) / dist[:, :, None, None]**3)
tensor[np.arange(count), np.arange(count)] = 0.0
site_alpha = 3 / (4 * np.pi) * (k_host - 1) / (k_host + 2)
matrix = np.eye(3 * count) / site_alpha
matrix -= tensor.transpose(0, 2, 1, 3).reshape(3 * count, 3 * count)
dipoles = np.linalg.solve(matrix, np.tile([0.0, 0.0, 1.0], count))
sphere_alpha = dipoles[2::3].sum() / count
k_sphere_ratio = 4 * np.pi / 3 * sphere_alpha   # equals (k-1)/(k+2) of a sphere
# 4 % allows for the rough surface of a small lattice sphere
assert abs(k_sphere_ratio / ((k_host - 1) / (k_host + 2)) - 1) < 0.04


# ---- real molecules: finite-field Hartree-Fock ---------------------------
def hydrocarbon(n_c, conjugated):
    """All-trans chain with idealized bond lengths (Angstrom) and angles."""
    tilt = np.radians((180 - (124.0 if conjugated else 112.5)) / 2)
    pts = [np.zeros(3)]           # first and last points are virtual neighbours
    for i in range(n_c + 1):
        bond = (1.34 if i % 2 else 1.46) if conjugated else 1.53
        side = 1 if i % 2 else -1
        pts.append(pts[-1] + bond * np.array([np.cos(tilt),
                                              side * np.sin(tilt), 0.0]))
    atoms, ch, z = [], 1.09, np.array([0.0, 0.0, 1.0])
    for i in range(1, n_c + 1):
        atoms.append(("C", pts[i]))
        left, right = pts[i - 1] - pts[i], pts[i + 1] - pts[i]
        left, right = left / np.linalg.norm(left), right / np.linalg.norm(right)
        if i in (1, n_c):
            u, v = (right, left) if i == 1 else (left, right)
            p = v - (v @ u) * u
            p = p / np.linalg.norm(p)
            angle = np.radians(121.0 if conjugated else 110.5)
            turns = (0, 180) if conjugated else (0, 120, 240)
            dirs = [np.cos(angle) * u + np.sin(angle) *
                    (np.cos(np.radians(t)) * p + np.sin(np.radians(t)) * z)
                    for t in turns]
        else:
            b = -(left + right) / np.linalg.norm(left + right)
            half = np.radians(53.5)
            dirs = [b] if conjugated else [np.cos(half) * b + s * np.sin(half) * z
                                           for s in (1, -1)]
        atoms += [("H", pts[i] + ch * w) for w in dirs]
    return [(s, tuple(float(q) for q in r)) for s, r in atoms]


carbon_basis = gto.basis.load("6-31g", "C") + [
    [0, [0.0438, 1.0]], [1, [0.0438, 1.0]], [2, [0.2, 1.0]]]
hydrogen_basis = gto.basis.load("6-31g", "H")


def hf_alpha(n_c, conjugated, fitted=True):
    """Largest principal value and mean of the polarizability (bohr^3)."""
    mol = gto.M(atom=hydrocarbon(n_c, conjugated), unit="Angstrom", verbose=0,
                basis={"C": carbon_basis, "H": hydrogen_basis})
    mf = scf.RHF(mol)
    if fitted:
        mf = mf.density_fit()
    mf.conv_tol = 1e-10
    core, r = mf.get_hcore(), mol.intor("int1e_r")
    mf.kernel()
    assert mf.converged
    dm0 = mf.make_rdm1()
    strength, alpha = 0.002, np.zeros((3, 3))
    for j in range(3):
        ham = core + strength * r[j]
        mf.get_hcore = lambda *args, h=ham: h
        mf.kernel(dm0=dm0)
        assert mf.converged
        change = mf.make_rdm1() - dm0
        alpha[:, j] = [-np.sum(r[i] * change) / strength for i in range(3)]
    assert abs(alpha - alpha.T).max() < 0.01 * abs(alpha).max()
    return np.linalg.eigvalsh((alpha + alpha.T) / 2)[-1], np.trace(alpha) / 3


polyene = {n: hf_alpha(n, True) for n in (2, 4, 6)}
alkane = {n: hf_alpha(n, False) for n in (2, 4, 6)}
unfitted = hf_alpha(2, True, fitted=False)
assert abs(unfitted[1] / polyene[2][1] - 1) < 5e-3
excess = [(polyene[n][1] - alkane[n][1]) / n for n in (2, 4, 6)]
assert excess[0] < excess[1] < excess[2] and excess[2] > 0
exponent_hf = np.log(polyene[6][0] / polyene[4][0]) / np.log(6 / 4)
exponent_alkane = np.log(alkane[6][0] / alkane[4][0]) / np.log(6 / 4)
assert exponent_alkane < exponent_hf < 3

# ---- size of neglected temperature and field effects ---------------------
thermal_ev = const.k * temperature / const.e
field_au = device_field_mv_cm * 1e8 / FIELD_AU
weak = alpha_grid(6, gap, False)
nonlinear = alpha_grid(6, gap, False, field=field_au) / weak - 1
assert abs(nonlinear) < 0.01 and thermal_ev < 0.05 * gapped[6][2] * HARTREE_EV

# ---- printed numbers -----------------------------------------------------
print(f"carbon spacing {spacing_nm} nm; long-chain gap {gap_ev} eV")
print(f"softening radius of Coulomb law {cloud_radius_nm} nm")
print(f"host k {k_host}; residual carbon {carbon_density} per nm^3")
print(f"box length for N=6: {6 * spacing_nm:.2f} nm")
for n in (1, 2, 3):
    print(f"one electron, state {n}, N=6 box: "
          f"coefficient {alpha_state(n, 1.0):.6f}, "
          f"alpha {alpha_state(n, 6 * d) * A3:.2f} A^3")
print(f"N=6 filled box, large-N law: {law[6] * A3:.2f} A^3")
print(f"HOMO-LUMO share of alpha: N=6 {free[6][1]:.4f}, N=100 {free[100][1]:.4f}")
print(f"limit 96/pi^4 = {96 / np.pi**4:.4f}")
print(f"free-box exponent, N=100 to 200: {exponent_free:.3f}")
print("longitudinal pi polarizability (A^3): free, with gap, gap+repulsion")
for N in (6, 12, 24):
    print(f"  N={N}: {free[N][0] * A3:.1f}, {gapped[N][0] * A3:.1f}, "
          f"{hartree[N] * A3:.1f}")
print("growth factor on doubling N=6 to 12:")
print(f"  fixed state {alpha_state(1, 2.0) / alpha_state(1, 1.0):.1f}, "
      f"free {free[12][0] / free[6][0]:.2f}, "
      f"gap {gapped[12][0] / gapped[6][0]:.2f}, "
      f"gap+repulsion {hartree[12] / hartree[6]:.2f}")
print(f"saturation per carbon, no repulsion: formula {saturation * A3:.2f} A^3, "
      f"chain slope {slope * A3:.2f} A^3")
print(f"crossover N {crossover:.1f}, length {crossover * spacing_nm:.2f} nm")
print(f"N=6 HOMO-LUMO gap: free {free[6][2] * HARTREE_EV:.2f} eV, "
      f"alternating {gapped[6][2] * HARTREE_EV:.2f} eV")
print("Hartree-Fock alpha (A^3): polyene long, mean; alkane long, mean")
for n in (2, 4, 6):
    print(f"  C{n}: {polyene[n][0] * A3:.2f}, {polyene[n][1] * A3:.2f}; "
          f"{alkane[n][0] * A3:.2f}, {alkane[n][1] * A3:.2f}")
print("mean excess per carbon, polyene minus alkane (A^3), C2 C4 C6: "
      + ", ".join(f"{q * A3:.3f}" for q in excess))
print(f"longitudinal exponent C4 to C6: polyene {exponent_hf:.2f}, "
      f"alkane {exponent_alkane:.2f}")
print("film k at the same residual carbon density: polyene, alkane")
for n in (2, 4, 6):
    print(f"  C{n}: {film_k(polyene[n][1], carbon_density / n):.3f}, "
          f"{film_k(alkane[n][1], carbon_density / n):.3f}")
print("pi part alone (gap+repulsion, one third of alpha): rise of k")
for N in (6, 12):
    rise = film_k(hartree[N] / 3, carbon_density / N) - k_host
    print(f"  N={N}: {rise:.3f}; length {N * spacing_nm:.2f} nm, "
          f"mean spacing {(N / carbon_density)**(1 / 3):.2f} nm")
print(f"coupled-dipole sphere (k-1)/(k+2): {k_sphere_ratio:.4f}; "
      f"local-field relation: {(k_host - 1) / (k_host + 2):.4f}")
print(f"thermal energy at {temperature:.0f} K: {thermal_ev:.4f} eV")
print(f"change of alpha at {device_field_mv_cm:.0f} MV/cm, N=6: "
      f"{100 * nonlinear:.4f} %")
print("ALL CHECKS PASSED")
```

It runs past its time limit of 60 s. Output so far:

```
Killed
```

The author's reading of the failure: The program was stopped at the time limit before printing anything, so the output does not show which part was slow; by operation count it is the Hartree–Fock part, with its very large automatic fitting basis and possibly several threads competing for one core. The program now runs on one thread, uses a compact standard fitting basis, and drops the most diffuse s and p functions on carbon, which makes the molecular polarizabilities somewhat less complete, mainly out of the molecular plane. The SCF energy threshold is loosened from 1e-10 to 1e-9 hartree, still far below the induced response, and the repulsion loop takes 80 steps instead of 120 under the same convergence test. The field step in the one-electron test is reduced to 0.4 of its former value to lower its higher-order error; all test tolerances and all cases are kept.

Diff:

```diff
@@ -10,4 +10,7 @@
 Film permittivity: (k-1)/(k+2) = (4 pi/3) * sum(number density * polarizability).
 """
+import os
+for _name in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
+    os.environ[_name] = "1"       # one core: avoid competing threads
 import numpy as np
 import sympy as sp
@@ -45,5 +48,5 @@
     x = h * np.arange(1, points + 1) - length / 2
     off = np.full(points - 1, -0.5 / h**2)
-    field = 1.0 / length**3
+    field = 0.4 / length**3
     level = [eigh_tridiagonal(1 / h**2 + f * x, off, eigvals_only=True,
                               select="i", select_range=(n - 1, n - 1))[0]
@@ -93,5 +96,5 @@
         coulomb = h / np.sqrt((x[:, None] - x[None, :])**2 + radius**2)
         delta = 0.0 * x
-        for _ in range(120):
+        for _ in range(80):
             new = density(field * x_mid + coulomb @ delta) - rho0
             change = abs(new - delta).max()
@@ -192,6 +195,6 @@
 
 
-carbon_basis = gto.basis.load("6-31g", "C") + [
-    [0, [0.0438, 1.0]], [1, [0.0438, 1.0]], [2, [0.2, 1.0]]]
+# 6-31G plus one diffuse d shell on carbon, which lets s and p shells polarize
+carbon_basis = gto.basis.load("6-31g", "C") + [[2, [0.2, 1.0]]]
 hydrogen_basis = gto.basis.load("6-31g", "H")
 
@@ -203,6 +206,6 @@
     mf = scf.RHF(mol)
     if fitted:
-        mf = mf.density_fit()
-    mf.conv_tol = 1e-10
+        mf = mf.density_fit(auxbasis="cc-pvdz-jkfit")
+    mf.conv_tol = 1e-9
     core, r = mf.get_hcore(), mol.intor("int1e_r")
     mf.kernel()
```

After the repair:

```
carbon spacing 0.14 nm; long-chain gap 2.0 eV
softening radius of Coulomb law 0.12 nm
host k 2.4; residual carbon 3.0 per nm^3
box length for N=6: 0.84 nm
one electron, state 1, N=6 box: coefficient 0.004389, alpha 41.29 A^3
one electron, state 2, N=6 box: coefficient -0.001309, alpha -12.31 A^3
one electron, state 3, N=6 box: coefficient -0.000780, alpha -7.34 A^3
N=6 filled box, large-N law: 45.39 A^3
HOMO-LUMO share of alpha: N=6 0.9917, N=100 0.9856
limit 96/pi^4 = 0.9855
free-box exponent, N=100 to 200: 3.007
longitudinal pi polarizability (A^3): free, with gap, gap+repulsion
  N=6: 43.3, 23.7, 13.4
  N=12: 385.7, 110.9, 64.4
  N=24: 3241.6, 331.8, 232.5
growth factor on doubling N=6 to 12:
  fixed state 16.0, free 8.91, gap 4.68, gap+repulsion 4.79
saturation per carbon, no repulsion: formula 18.29 A^3, chain slope 18.34 A^3
crossover N 8.6, length 1.21 nm
N=6 HOMO-LUMO gap: free 3.73 eV, alternating 4.89 eV
Hartree-Fock alpha (A^3): polyene long, mean; alkane long, mean
  C2: 4.96, 3.53; 3.90, 3.64
  C4: 12.21, 7.39; 7.76, 6.76
  C6: 22.71, 12.29; 12.04, 9.96
mean excess per carbon, polyene minus alkane (A^3), C2 C4 C6: -0.053, 0.157, 0.388
longitudinal exponent C4 to C6: polyene 1.53, alkane 1.08
film k at the same residual carbon density: polyene, alkane
  C2: 2.548, 2.553
  C4: 2.555, 2.542
  C6: 2.573, 2.539
pi part alone (gap+repulsion, one third of alpha): rise of k
  N=6: 0.061; length 0.84 nm, mean spacing 1.26 nm
  N=12: 0.150; length 1.68 nm, mean spacing 1.59 nm
coupled-dipole sphere (k-1)/(k+2): 0.3209; local-field relation: 0.3182
thermal energy at 400 K: 0.0345 eV
change of alpha at 1 MV/cm, N=6: 0.0012 %
ALL CHECKS PASSED
```
